# Why weak delayed feedback gives a diode laser several steady frequencies: verification in Python

```python
"""Steady frequencies of a diode laser with weak delayed feedback.

Result under test: there is one steady frequency for EVERY feedback phase
if and only if C = kappa*tau*sqrt(1+alpha^2) <= 1.
kappa: feedback rate; tau: echo delay; alpha: linewidth enhancement factor.
phase0 = omega0*tau, with omega0 the solitary laser frequency.
y = (omega-omega0)*tau is the steady frequency shift times the delay.
Steady states obey y + C*sin(phase0 + y + arctan(alpha)) = 0.
Carrier number N and photon number S; times in ns, rates in 1/ns.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

# Rough typical device values
wavelength_nm = 1550.0
chip_mm, group_index, facet_R = 0.3, 3.7, 0.30
external_mm, returned_R = 300.0, 8e-6
alpha, phase0 = 3.0, 2.0
gain_slope, N_transparent = 1e-5, 1.5e8
tau_photon, tau_carrier = 2e-3, 2.0
pump_ratio = 3.0

c_mm_ns = const.c * 1e-6
tau = 2 * external_mm / c_mm_ns
tau_chip = 2 * group_index * chip_mm / c_mm_ns
r2, r3 = np.sqrt(facet_R), np.sqrt(returned_R)
kappa = (1 - facet_R) * r3 / (r2 * tau_chip)
theta = np.arctan(alpha)
C = kappa * tau * np.hypot(1, alpha)
N_threshold = N_transparent + 1 / (gain_slope * tau_photon)
pump = pump_ratio * N_threshold / tau_carrier

# Feedback rate against the full reflection of facet plus outer mirror
echo = np.exp(-1j * np.linspace(0, 2 * np.pi, 200))
r_full = (r2 + r3 * echo) / (1 + r2 * r3 * echo)
kappa_full = np.log(r_full / r2) / (tau_chip * echo)
kappa_error = np.max(np.abs(kappa_full / kappa - 1))
assert kappa_error < 5 * r3  # neglected terms are first order in r3


def count_states(rate, delay, alpha_value, phases=1000, points=3001):
    """Count steady states from the separated field equations."""
    p = (np.arange(phases) + 0.5) * 2 * np.pi / phases
    bound = rate * delay * (1 + alpha_value) + 0.1
    shift = np.linspace(-bound, bound, points)
    angle = p[:, None] + shift
    half_gain_change = -rate * np.cos(angle)
    residual = shift / delay - (alpha_value * half_gain_change
                                - rate * np.sin(angle))
    positive = residual > 0
    return np.sum(positive[:, 1:] != positive[:, :-1], axis=1)


def counts_at(C_value):
    return count_states(C_value / (tau * np.hypot(1, alpha)), tau, alpha)


def fold_width(C_value):
    return 2 * (np.sqrt(C_value**2 - 1) - np.arccos(1 / C_value))


for C_test in (0.5, 0.95, 1.0):
    assert np.all(counts_at(C_test) == 1)
counts_just_above = counts_at(1.05)
assert counts_just_above.max() == 3 and counts_just_above.min() == 1
counts_12 = counts_at(1.2)
counts_example = count_states(kappa, tau, alpha)
for C_test, counts in ((1.2, counts_12), (C, counts_example)):
    predicted = fold_width(C_test) / (2 * np.pi)
    # a phase grid can miss up to one point at each fold edge
    assert abs(np.mean(counts > 1) - predicted) < 2.1 / len(counts)
C_all = brentq(lambda x: fold_width(x) - 2 * np.pi, 2, 8)
assert 4.5 < C_all < 4.7
assert counts_at(4.5).min() == 1 and counts_at(4.7).min() >= 3

# Causal tests: remove carrier coupling, or shorten only the delay
C_no_alpha = kappa * tau
C_short = C / 4
assert np.all(count_states(kappa, tau, 0.0) == 1)
assert np.all(count_states(kappa, tau / 4, alpha) == 1)


def phase_balance(y):
    return y + C * np.sin(phase0 + y + theta)


scan = np.linspace(-C - 0.1, C + 0.1, 2001)
values = phase_balance(scan)
roots = [brentq(phase_balance, scan[i], scan[i + 1], xtol=1e-14)
         for i in range(len(scan) - 1) if values[i] * values[i + 1] < 0]
assert len(roots) == 3
slopes = [1 + C * np.cos(phase0 + y + theta) for y in roots]
assert slopes[0] > 0 and slopes[1] < 0 and slopes[2] > 0


def steady_populations(y):
    gain = 1 / tau_photon - 2 * kappa * np.cos(phase0 + y)
    carriers = N_transparent + gain / gain_slope
    photons = (pump - carriers / tau_carrier) / gain
    return carriers, photons, gain


def characteristic(s, y):
    """Determinant for log-amplitude, phase and carrier perturbations."""
    _, photons, gain = steady_populations(y)
    feedback = kappa * (1 - np.exp(-s * tau))
    cosine, sine = np.cos(phase0 + y), np.sin(phase0 + y)
    damping = 1 / tau_carrier + gain_slope * photons
    matrix = np.array([
        [s + feedback * cosine, feedback * sine, -gain_slope / 2],
        [-feedback * sine, s + feedback * cosine, -alpha * gain_slope / 2],
        [2 * gain * photons, 0.0, s + damping]])
    return np.linalg.det(matrix)


for y, slope in zip(roots, slopes):
    _, photons, gain = steady_populations(y)
    assert photons > 0 and gain > 0
    limit = characteristic(1e-6, y) / 1e-6
    assert np.isclose(limit, gain_slope * gain * photons * slope, rtol=1e-4)
growth_theory = brentq(lambda s: characteristic(s, roots[1]) / s, 1e-3, 50)


def integrate(start_y, delays=40, steps=2000):
    """Integrate the nonlinear delay equations by Heun's method."""
    carriers, photons, _ = steady_populations(roots[1])
    carriers = float(carriers)
    history = (np.sqrt(photons) * np.exp(
        1j * start_y * (np.arange(steps + 1) / steps - 1))).tolist()
    h = tau / steps
    half = 0.5 * (1 + 1j * alpha)
    return_factor = complex(kappa * np.exp(-1j * phase0))
    loss = 1 / tau_photon

    def rates(field, number, delayed):
        gain = gain_slope * (number - N_transparent)
        intensity = field.real**2 + field.imag**2
        return (half * (gain - loss) * field + return_factor * delayed,
                pump - number / tau_carrier - gain * intensity)

    for k in range(delays * steps):
        field = history[k + steps]
        dE1, dN1 = rates(field, carriers, history[k])
        dE2, dN2 = rates(field + h * dE1, carriers + h * dN1,
                         history[k + 1])
        history.append(field + 0.5 * h * (dE1 + dE2))
        carriers += 0.5 * h * (dN1 + dN2)
    sampled = np.array(history[::steps])
    return np.angle(sampled[1:] * np.conj(sampled[:-1]))


start_offset = 1e-7
run_low = integrate(roots[1] - start_offset)
run_high = integrate(roots[1] + start_offset)
growth_runs = []
for run, target in ((run_low, roots[0]), (run_high, roots[2])):
    growth = np.log((run[4] - roots[1]) / (run[3] - roots[1])) / tau
    growth_runs.append(growth)
    assert abs(growth / growth_theory - 1) < 0.01
    assert abs(run[-1] - target) < 1e-5

# Gain compression, from the carrier balance with saturated gain
compression = 5e-7


def compressed_carriers(required_gain):
    def residual(number):
        photons = (pump - number / tau_carrier) / required_gain
        return (gain_slope * (number - N_transparent)
                / (1 + compression * photons) - required_gain)
    return brentq(residual, N_transparent, pump * tau_carrier, xtol=1e-4)


base_gain = 1 / tau_photon
carrier_change = (compressed_carriers(base_gain)
                  - compressed_carriers(base_gain - 2 * kappa))
alpha_effective = alpha * gain_slope * carrier_change / (2 * kappa)
alpha_formula = alpha / (1 + compression / (gain_slope * tau_carrier))
assert np.isclose(alpha_effective, alpha_formula, rtol=1e-5)
C_compressed = kappa * tau * np.hypot(1, alpha_effective)

# Sizes of other neglected effects; inversion and drift are rough inputs
inversion_factor, drift_nm_K = 2.0, 0.1
photons_free = (pump - N_threshold / tau_carrier) * tau_photon
linewidth_GHz = (inversion_factor / tau_photon * (1 + alpha**2)
                 / (4 * np.pi * photons_free))
phase_rms = np.sqrt(2 * np.pi * linewidth_GHz * tau)
coherence_factor = np.exp(-phase_rms**2 / 2)
drift_GHz_K = const.c * drift_nm_K / wavelength_nm**2
phase_per_K = 2 * np.pi * drift_GHz_K * tau
cycle_mK = 1000 * 2 * np.pi / phase_per_K
mode_spacing_GHz = 1 / tau_chip
photon_eV = const.h * const.c / (wavelength_nm * 1e-9 * const.e)
microeV_per_rate = const.hbar / const.e * 1e15
R_critical = returned_R / C**2

print(f"Wavelength: {wavelength_nm:.0f} nm")
print(f"Photon energy: {photon_eV:.4f} eV")
print(f"Chip length: {chip_mm:.1f} mm; group index: {group_index:.1f}")
print(f"Facet power reflectivity: {facet_R:.2f}")
print(f"External distance: {external_mm:.0f} mm")
print(f"Returned power fraction: {returned_R:.2e}")
print(f"Linewidth enhancement alpha: {alpha:.1f}")
print(f"Feedback phase modulo 2 pi: {phase0:.2f} rad")
print(f"Gain slope: {gain_slope:.1e} 1/ns per carrier")
print(f"Transparency carrier number: {N_transparent:.2e}")
print(f"Photon lifetime: {tau_photon:.4f} ns")
print(f"Carrier lifetime: {tau_carrier:.1f} ns")
print(f"Pump divided by threshold pump: {pump_ratio:.1f}")
print(f"Chip round-trip time: {tau_chip:.6f} ns")
print(f"External delay: {tau:.4f} ns")
print(f"Feedback rate kappa: {kappa:.4f} 1/ns")
print(f"Largest relative error of kappa: {kappa_error:.5f}")
print(f"arctan(alpha): {theta:.4f} rad")
print(f"Feedback parameter C: {C:.4f}")
print(f"C with alpha=0, same kappa and delay: {C_no_alpha:.4f}")
print(f"C with one quarter of the delay: {C_short:.4f}")
print(f"Returned power fraction at C=1: {R_critical:.3e}")
print(f"Most states found at C=1: {counts_at(1.0).max()}")
print(f"Most states found at C=1.05: {counts_just_above.max()}")
print(f"Example fold width: {fold_width(C):.4f} rad")
print(f"Fraction of phases, formula: {fold_width(C)/(2*np.pi):.4f}")
print(f"Fraction of phases, count: {np.mean(counts_example > 1):.4f}")
print(f"C above which all phases have several: {C_all:.4f}")
for name, y, slope in zip(("Lower", "Middle", "Upper"), roots, slopes):
    energy = y / tau * microeV_per_rate
    frequency = 1000 * y / (2 * np.pi * tau)
    print(f"{name} shift times delay: {y:.5f} rad")
    print(f"{name} shift: {energy:.5f} microeV = {frequency:.3f} MHz")
    print(f"{name} return factor: {1-slope:.4f}; F': {slope:.4f}")
print(f"Middle growth rate, determinant: {growth_theory:.5f} 1/ns")
print(f"Middle growth rate, integration: {growth_runs[1]:.5f} 1/ns")
print(f"Final lower shift times delay: {run_low[-1]:.5f} rad")
print(f"Final upper shift times delay: {run_high[-1]:.5f} rad")
print(f"Gain compression per photon: {compression:.1e}")
print(f"Compressed alpha: {alpha_effective:.4f}; C: {C_compressed:.4f}")
print(f"Second echo / first echo, amplitude: {r2*r3:.5f}")
print(f"Spontaneous inversion factor: {inversion_factor:.1f}")
print(f"Solitary photon number: {photons_free:.3e}")
print(f"Estimated solitary linewidth: {1000*linewidth_GHz:.3f} MHz")
print(f"Rms phase diffusion in delay: {phase_rms:.4f} rad")
print(f"Mean echo coherence factor: {coherence_factor:.4f}")
print(f"Thermal wavelength drift: {drift_nm_K:.2f} nm/K")
print(f"Thermal feedback-phase drift: {phase_per_K:.2f} rad/K")
print(f"Temperature change for one phase cycle: {cycle_mK:.2f} mK")
print(f"Mirror movement for one phase cycle: {wavelength_nm/2:.1f} nm")
print(f"Chip mode spacing: {mode_spacing_GHz:.2f} GHz")
print("all assertions hold")
```

Printed output:

```
Wavelength: 1550 nm
Photon energy: 0.7999 eV
Chip length: 0.3 mm; group index: 3.7
Facet power reflectivity: 0.30
External distance: 300 mm
Returned power fraction: 8.00e-06
Linewidth enhancement alpha: 3.0
Feedback phase modulo 2 pi: 2.00 rad
Gain slope: 1.0e-05 1/ns per carrier
Transparency carrier number: 1.50e+08
Photon lifetime: 0.0020 ns
Carrier lifetime: 2.0 ns
Pump divided by threshold pump: 3.0
Chip round-trip time: 0.007405 ns
External delay: 2.0014 ns
Feedback rate kappa: 0.4881 1/ns
Largest relative error of kappa: 0.00337
arctan(alpha): 1.2490 rad
Feedback parameter C: 3.0894
C with alpha=0, same kappa and delay: 0.9770
C with one quarter of the delay: 0.7724
Returned power fraction at C=1: 8.382e-07
Most states found at C=1: 1
Most states found at C=1.05: 3
Example fold width: 3.3639 rad
Fraction of phases, formula: 0.5354
Fraction of phases, count: 0.5350
C above which all phases have several: 4.6033
Lower shift times delay: -2.37312 rad
Lower shift: -0.78047 microeV = -188.716 MHz
Lower return factor: -1.9781; F': 2.9781
Middle shift times delay: -0.15891 rad
Middle shift: -0.05226 microeV = -12.637 MHz
Middle return factor: 3.0854; F': -2.0854
Upper shift times delay: 2.22845 rad
Upper shift: 0.73289 microeV = 177.212 MHz
Upper return factor: -2.1398; F': 3.1398
Middle growth rate, determinant: 1.45135 1/ns
Middle growth rate, integration: 1.45147 1/ns
Final lower shift times delay: -2.37312 rad
Final upper shift times delay: 2.22845 rad
Gain compression per photon: 5.0e-07
Compressed alpha: 2.9268; C: 3.0217
Second echo / first echo, amplitude: 0.00155
Spontaneous inversion factor: 2.0
Solitary photon number: 4.000e+05
Estimated solitary linewidth: 1.989 MHz
Rms phase diffusion in delay: 0.1582 rad
Mean echo coherence factor: 0.9876
Thermal wavelength drift: 0.10 nm/K
Thermal feedback-phase drift: 156.92 rad/K
Temperature change for one phase cycle: 40.04 mK
Mirror movement for one phase cycle: 775.0 nm
Chip mode spacing: 135.04 GHz
all assertions hold
```
